\section*{Why a low average force error does not certify a reaction barrier}

\section{A force error needs a length}

A force error is an energy divided by a length, and a barrier error is an energy. Any statement that turns an average force error $\varepsilon$ into a limit on a barrier error $\Delta$ can therefore be written as
\begin{equation}
|\Delta|\le \varepsilon\,\Lambda ,
\label{eq:form}
\end{equation}
with $\Lambda$ a length. The tempting candidate is the length $L$ of the path from the reactant minimum to the saddle, a few tenths of a nanometre. Dimensions do not support that choice over others. Data sampled at temperature $T$ on a surface with barrier $E_b$ also supply the pure number $E_b/k_BT$, and $\Lambda$ may be $L$ times any function of it. If nothing else is assumed about the error, multiplying it by a constant scales $\varepsilon$ and the energy error between two fixed points alike, so $\Lambda$ does not depend on $\varepsilon$; a further assumption, such as a cap on the size of the force error, would make it do so. The question is which function.

The belief at issue is that an interatomic model with a low force error on held-out equilibrium data will also give good reaction barriers. It has a sound core. Forces determine energy differences by integration, so a model whose forces are accurate all along the path has an accurate barrier. Near equilibrium, where the test frames lie, the test is also informative. The weak point is the word ``average'': the barrier error weights every part of the path equally, while the test weights it by how often it is visited.

\section{The length that the test supplies}

Let $x$ be arc length along the path, $V(x)$ the reference energy, $a$ the reactant minimum and $s$ the saddle, with $V(a)=0$ and $V(s)=E_b$. Let $e(x)$ be the model energy minus $V(x)$, and $f=-de/dx$ the force error. For now the error depends on $x$ alone. A test set with normalised density $p(x)$ reports
\begin{equation}
\varepsilon^2=\int p\,f^2\,dx ,
\end{equation}
whereas the energy error between the two fixed points is
\begin{equation}
\Delta=e(s)-e(a)=-\int_a^s f\,dx .
\end{equation}
Write $f=(\sqrt p\,f)(1/\sqrt p)$ and apply the Cauchy--Schwarz inequality:
\begin{equation}
\Delta^2\le\int_a^s p f^2dx\int_a^s\frac{dx}{p}\le\varepsilon^2\Lambda^2,
\qquad \Lambda^2=\int_a^s\frac{dx}{p}.
\label{eq:bound}
\end{equation}
The second step holds because the part of $\varepsilon^2$ from outside the path segment is not negative. The bound cannot be improved. The error $f=-\Delta/(p\Lambda^2)$ on the segment, and zero elsewhere, integrates to $\Delta$ and has
\begin{equation}
\varepsilon^2=\frac{\Delta^2}{\Lambda^4}\int_a^s\frac{dx}{p}=\frac{\Delta^2}{\Lambda^2}.
\end{equation}

For classical equilibrium data $p=e^{-V/k_BT}/Z$ with $Z=\int e^{-V/k_BT}dx$, so that
\begin{equation}
\Lambda^2=Z\int_a^s e^{V/k_BT}dx .
\end{equation}
Let $\kappa_a$ and $\kappa_s$ be the magnitudes of the curvature of $V$ at minimum and saddle. When $k_BT\ll E_b$, each integral is dominated by a Gaussian region. Two equal wells give two full Gaussians in $Z$, and the path ends at the saddle, which gives half a Gaussian there:
\begin{equation}
Z\simeq2\sqrt{\frac{2\pi k_BT}{\kappa_a}},\qquad
\int_a^s e^{V/k_BT}dx\simeq\frac12\sqrt{\frac{2\pi k_BT}{\kappa_s}}\;e^{E_b/k_BT}.
\end{equation}
Their product gives
\begin{equation}
\Lambda\simeq\left(\frac{2\pi k_BT}{\sqrt{\kappa_a\kappa_s}}\right)^{1/2}e^{E_b/2k_BT}.
\label{eq:lambda}
\end{equation}
Apart from a slowly varying prefactor, the missing function is an exponential with half the Arrhenius exponent, $E_b/2k_BT$. If the data cover the reactant well alone, $Z$ is halved and $\Lambda$ falls by $\sqrt2$, which does not change the conclusion.

The mean absolute force error $m=\int p|f|dx$ fares worse. Since $p$ is smallest at the saddle,
\begin{equation}
|\Delta|\le\int_a^s\frac{p|f|}{p}\,dx\le\frac{m}{p(s)}=m\,Z\,e^{E_b/k_BT},
\end{equation}
with the full exponential. The factor $1/p(s)$ is approached by a constant force error confined to an ever narrower strip beside the saddle. The strip must be narrow compared with $\sqrt{k_BT/\kappa_s}$, the distance from the saddle over which $p$ stays near its smallest value. A model whose force error cannot vary over so short a length is protected to some degree, but the reported average does not reveal whether this is the case.

\section{Two models of one hop}

Consider a chlorine atom that hops between neighbouring sites on a silicon surface, a step relevant to chlorine-based atomic layer etching and to deposition from chlorosilanes. Rough, round parameters are $E_b=1$~eV, a site distance $2c=0.4$~nm and $T=600$~K, so that $k_BT=0.0517$~eV and $E_b/k_BT=19.3$. The reference surface is
\begin{equation}
V=E_b\left(1-\frac{x^2}{c^2}\right)^2,\qquad
V''=\frac{4E_b}{c^2}\left(\frac{3x^2}{c^2}-1\right),
\end{equation}
with $a=-c$ and $s=0$. Hence $\kappa_a=8E_b/c^2=200$~eV/nm$^2$ and $\kappa_s=4E_b/c^2=100$~eV/nm$^2$.

Model A has a small ripple everywhere. Model B has a ripple ten times smaller, but is too soft at high energy:
\begin{align}
e_A&=u\cos(2\pi x/\lambda),\\
e_B&=\tfrac1{10}\,e_A-D\,(V/E_b)^4\quad(|x|<c),
\end{align}
with $u=5$~meV, $\lambda=0.08$~nm and $D=0.2$~eV; the softening is absent for $|x|\ge c$. Since $c/\lambda=2.5$, the cosine is $-1$ at the minimum and $+1$ at the saddle, the phase that harms the barrier most. The barrier errors are
\begin{align}
\Delta_A&=2u=+0.010~\text{eV},\\
\Delta_B&=0.001-0.200=-0.199~\text{eV}.
\end{align}
Both force errors vanish at $a$ and $s$, so the stationary points stay where they are and these are also the errors of the relaxed barriers.

The equilibrium test ranks the models the other way round. The root-mean-square force errors are $\varepsilon_A=0.272$~eV/nm (27~meV/\AA) and $\varepsilon_B=0.029$~eV/nm (2.9~meV/\AA). Model B looks nine times better and has a barrier error twenty times larger. Its ripple alone would give $0.0272$~eV/nm; the softening that removes a fifth of the barrier raises this to $0.0290$~eV/nm. The reason can be read from the softening force error,
\begin{equation}
f=\frac{4D}{E_b}\left(\frac{V}{E_b}\right)^3\frac{dV}{dx},
\end{equation}
whose cubic factor is $1.4\times10^{-4}$ at $V=k_BT$, so that typical frames add almost nothing. In a harmonic well $(dV/dx)^2=2\kappa_aV$ and the density in $V$ goes as $V^{-1/2}e^{-V/k_BT}$, so the contribution to $\varepsilon^2$ goes as $V^{13/2}e^{-V/k_BT}$ and peaks at $V=6.5\,k_BT$. The little that the test registers comes from rare frames about a third of the way up the barrier.

Taking $\Lambda=L=c$ would have predicted a barrier error of at most $0.029\times0.2\approx0.006$~eV for model B. The true length from Eq.~\eqref{eq:lambda} is
\begin{equation}
\Lambda\simeq\left(\frac{2\pi\times0.0517}{141.4}\right)^{1/2}\text{nm}\times e^{9.67}\approx 760~\text{nm},
\end{equation}
and the full integral gives $767$~nm. The guarantee for model B is thus $0.029\times767\approx22$~eV, which is no guarantee at all. Reaching that limit takes force errors near the saddle far larger than the forces themselves; if $|f|$ may not exceed the largest reference force on the path, $7.7$~eV/nm, the limit is about $0.9$~eV, still of no use. An error of $0.2$~eV between the two fixed points could hide behind a force error as small as $0.2/767=2.6\times10^{-4}$~eV/nm; a direct numerical minimisation over error profiles on 400 cells returns the same value. With the positive sign this profile raises the relaxed barrier by the full $0.2$~eV. With the negative sign it moves the maximum towards the well and lowers the relaxed barrier by only $0.08$~eV; lowering it by $0.2$~eV takes at least $6.6\times10^{-4}$~eV/nm. Model B, about forty times above this value, is far from the worst case.

In classical transition-state theory the hop rate is $\sqrt{k_BT/2\pi M}\,e^{-V(s)/k_BT}$ divided by the reactant-well integral of $e^{-V/k_BT}$, with $M=35.5$~u the mass of the chlorine atom. Model B overestimates it by a factor of $47$, in line with $e^{0.199/0.0517}\approx47$. Model A gives $0.87$ of the reference rate.

\section{What a finite test set sees}

The softening grows as $V^4$, so a fraction $1-(1/2)^4=15/16$ of it builds up where $V>E_b/2$. This upper half of the barrier has equilibrium weight $P=1.07\times10^{-5}$. Among $N=10^4$ independent frames, $NP=0.107$ are expected there, and the chance of having none is
\begin{equation}
(1-P)^N\simeq e^{-NP}=0.90 .
\end{equation}
Of 200 test sets of this size drawn by Metropolis sampling, a fraction $0.885$ had no such frame. Most of these test sets therefore contain no frame from the region where nearly all of the barrier error arises. A longer trajectory does bring in such frames, but mostly from the lower edge of this region, where the Boltzmann weight is largest. The average hides the softening better than the extremes do: a typical set of $10^4$ frames reaches $V\approx0.4$~eV, where the softening force error is about $0.4$~eV/nm, ten times the amplitude of the ripple force of model B. The largest errors in the set thus give a warning, though not the size of the barrier error. The saddle itself, where the force error of model B vanishes, is a much rarer sight: transition-state theory gives a mean waiting time of $68~\mu$s for a hop across it, so one nanosecond contains $1.5\times10^{-5}$ hops on average.

\section{When the force error does bound the barrier}

The argument shows that a low $\varepsilon$ is compatible with a bad barrier, not that it implies one. It also shows what strengthens the guarantee. One way is a higher sampling temperature: $\Lambda$ is $8.5\times10^6$~nm at 300~K, $767$~nm at 600~K and $8.7$~nm at 1200~K. The last value is still over forty times the path length.

A better way is to place test frames on the path. For uniform coverage of the segment, $p=1/L$ and Eq.~\eqref{eq:bound} gives $\Lambda=L$, the length that intuition proposed. The path-averaged force errors are $0.278$~eV/nm for model A and $1.38$~eV/nm for model B, which puts the models in the right order. If a fraction $q$ of the frames lies uniformly on the path and the rest is equilibrium data, then $p\ge q/L$ there, and
\begin{equation}
\Lambda^2\le\int_a^s\frac{L}{q}\,dx=\frac{L^2}{q},\qquad |\Delta|\le\frac{\varepsilon_{\rm mix}L}{\sqrt q}.
\end{equation}
No Boltzmann factor is left. With $q=0.1$, model B has
\begin{equation}
\varepsilon_{\rm mix}=\sqrt{0.9\times0.029^2+0.1\times1.38^2}\approx0.44~\text{eV/nm},
\end{equation}
fifteen times its equilibrium value, and the bound is $0.44\times0.2/\sqrt{0.1}\approx0.28$~eV, against a true error of $0.199$~eV. The frames must be dense enough to resolve the error along the path, and the path must be the relevant one.

A model may also move the stationary points. Near the saddle, with $y=x-s$ and the curvature of $e$ neglected, its energy is $E_b+e(s)-f(s)y-\kappa_sy^2/2$, with maximum $E_b+e(s)+f(s)^2/2\kappa_s$ at $y=-f(s)/\kappa_s$. Near the minimum, with $y=x-a$, the energy $e(a)-f(a)y+\kappa_ay^2/2$ has its lowest value $e(a)-f(a)^2/2\kappa_a$. The relaxed barrier error is therefore
\begin{equation}
\Delta_{\rm rel}\simeq\Delta+\frac{f(s)^2}{2\kappa_s}+\frac{f(a)^2}{2\kappa_a},
\end{equation}
a second-order correction that raises the model's barrier in one dimension. It holds when the curvature of $e$ is small beside $\kappa_s$ and $\kappa_a$; otherwise the model's own curvatures take their place. The softening of model~B, for example, lowers the curvature at the saddle from $100$ to $20$~eV/nm$^2$ ($23$ with its ripple included), which would make the correction for a given $f(s)$ much larger. With more coordinates, relaxation across the path at the saddle acts the other way.

\section{More than one dimension}

With more than one coordinate, volume sampling says even less about the energy at a given point. Take a disc of radius $R$, sampled uniformly, and an energy error equal to $h$ for $r<r_0$ and to $h\ln(R/r)/\ln(R/r_0)$ for $r_0<r<R$. The force error has magnitude $h/[r\ln(R/r_0)]$ outside the core and vanishes inside, so its mean square is
\begin{equation}
\frac{1}{\pi R^2}\int_{r_0}^{R}\frac{h^2\,2\pi r\,dr}{r^2\ln^2(R/r_0)}=\frac{2h^2}{R^2\ln(R/r_0)} .
\end{equation}
This tends to zero with $r_0$ while the error at the centre remains $h$. Making the bump independent of further coordinates carries the result to higher dimensions. Without an assumption of smoothness, no finite $\Lambda$ exists for the energy at a point. The decrease is slow, however: for $h=0.2$~eV and $R=0.1$~nm the force error falls from $1.9$ to $0.76$~eV/nm as $r_0/R$ goes from $10^{-1}$ to $10^{-6}$. The energy at a point is not yet the relaxed barrier. In two dimensions a relaxed path can go round a narrow bump at the saddle, and a narrow hole there leaves a barrier at its rim. With two or more coordinates across the path, however, a thin tube of lowered energy along it, with the disc above as cross-section and a depth that grows smoothly towards the saddle, does lower the relaxed barrier while its mean square force error tends to zero. Tangential forces taken on the path itself still obey the one-dimensional bound.

\section{The model beside a real surface}

For the chosen numbers the neglected quantum effects are small: tunnelling multiplies the rate by $1.002$, the zero-point energy in the well is $8$~meV, and quantum motion widens the sampled well by $0.7\%$ in variance. These values refer to the soft mode along the path, with a quantum of $15$~meV; the Si--Cl stretch of a real surface is several times higher in frequency, and its zero-point energy and quantum widening are correspondingly larger, the widening more so near room temperature. Within the model, a looser saddle matters more. If the frequencies of two transverse vibrations fall as $2^{-V/E_b}$, and so halve on the way up, the weight at the saddle relative to the minimum rises fourfold, equivalent to $0.07$~eV of free energy. The upper half of the barrier then has weight $2.3\times10^{-5}$, and $\varepsilon_B$ moves from $0.029$ to $0.030$~eV/nm, so the ranking stands. Etching near room temperature would make the guarantee much weaker, as the 300~K value of $\Lambda$ shows.

The assumption that a real surface breaks most plainly is that the error lives on one coordinate. When a root-mean-square force error is taken over all $3N$ Cartesian components, an error on the hopping atom along one direction is diluted by up to $\sqrt{3N}$, a factor of $17$ for $N=100$ atoms. The force errors of a translation-invariant model sum to zero, so if a single neighbour carries the opposite error the factor is $\sqrt{3N/2}\approx12$. Meanwhile errors on the other atoms add a background that hides it further. All errors here are relative to the reference surface. The distance of that surface from experiment is a separate matter, which no force test against the same reference can reveal. The numerical output lists most of the values used above, with $\Lambda$ under the name ``factor A''.

\section*{Values computed for the example and the checks}
\begin{verbatim}
barrier 1.00 eV, site distance 0.40 nm, T 600 K
kT 0.05170 eV, barrier/kT 19.34, mass 35.5 u
curvature: well 200, saddle 100 eV/nm2
ripple A: 5.0 meV, wavelength 0.08 nm
softening B: depth 0.2 eV, power 4
equilibrium force RMSE A: 0.2716 eV/nm = 27.16 meV/angstrom
equilibrium force RMSE B: 0.0290 eV/nm = 2.90 meV/angstrom
RMSE ratio A/B: 9.37
equilibrium force MAE A, B: 0.2428, 0.0248 eV/nm
barrier error A: +0.0100 eV
barrier error B: -0.1990 eV
hop rate, reference: 1.463e+04 1/s, waiting time 68.3 us
hops expected in 1 ns: 1.46e-05
rate ratio to reference A, B: 0.869, 47.19
factor A at 300 K: 8.548e+06 nm (law off by 0.50 %)
factor A at 600 K: 767.1 nm (law off by 1.03 %)
factor A at 1200 K: 8.722 nm (law off by 2.23 %)
guarantee from RMSE at 600 K, A: 208.4 eV
guarantee from RMSE at 600 K, B: 22.2 eV
least RMSE hiding 0.2 eV: formula 2.6071e-04 eV/nm
least RMSE hiding 0.2 eV: minimised 2.6071e-04 eV/nm
RMSE needed to guarantee 0.05 eV: 6.52e-05 eV/nm
factor for mean absolute error: 2.044e+07 nm
share of it reached at width 0.001 nm: 0.99968
moved stationary points: extra 75.26, law 75.85 ueV
upper half of barrier begins at x = -0.1082 nm
share of softening error built up there: 93.75 %
equilibrium weight of upper half: 1.071e-05
frames expected there out of 10000: 0.107
chance of none: 0.898; sampled, 200 sets: 0.885
sampled RMSE A, all sets: 0.2717 eV/nm
sampled RMSE B, all sets: 0.0290 eV/nm
median RMSE B of one set: 0.0288 eV/nm
path force RMSE A, B: 0.2777, 1.3807 eV/nm
path guarantee A, B: 0.0555, 0.2761 eV
path frames in mixed set: 10 %
mixed-set RMSE A, B: 0.2722, 0.4375 eV/nm
mixed-set factor: 0.5596 nm, simple bound 0.6325 nm
mixed guarantee A, B: 0.1722, 0.2767 eV
2D bump 0.2 eV, R 0.1 nm, r0/R 1e-01: RMSE 1.864 eV/nm
2D bump 0.2 eV, R 0.1 nm, r0/R 1e-03: RMSE 1.076 eV/nm
2D bump 0.2 eV, R 0.1 nm, r0/R 1e-06: RMSE 0.761 eV/nm
neglected: tunnelling factor 1.0018
neglected: zero-point energy in well 7.67 meV
neglected: quantum/classical variance in well 1.0073
neglected: fourfold looser saddle = 0.0717 eV free energy
  then RMSE A, B: 0.2722, 0.0301 eV/nm
  then weight of upper half: 2.264e-05
\end{verbatim}
